\section*{Strong Fermi-level pinning need not occur at midgap}

\section{A metal that leaves midgap}

A model semiconductor has a gap of $0.0800$ hartree. A metal is chosen whose Fermi level, before any charge is exchanged, lies in the middle of that gap, $0.0400$ hartree above the valence edge. After contact the Fermi level is $0.0101$ hartree above the valence edge. If the electrostatic response of the interface is made ten times larger, so that the pinning is stronger, the distance falls further, to $0.0072$ hartree. Stronger pinning has moved the level away from midgap.

This conflicts with a reasonable-looking belief: a strongly pinned Fermi level should sit near the middle of the gap. The argument for it runs as follows. A metal induces states in the gap. States near the valence edge are mostly valence-like, and states near the conduction edge are mostly conduction-like. Strong pinning puts the Fermi level where the two characters balance, and the balance point between two edges is halfway.

The argument fails in its last two steps. Strong pinning requires the induced charge to balance, which is not the same as equal valence and conduction character of the states at one energy, and the balance point need not be halfway. The charge balance involves every state in both bands, with a weight that depends on its distance, and the two edges do not contain that information. If the bands are mirror images of each other, the balance point is indeed at midgap. What follows derives the balance condition for a simple interface and then breaks the mirror symmetry.

\section{The interface model}

Hartree atomic units are used. The valence edge is the zero of energy and the conduction edge is at $G$. At each interface site the metal couples to one semiconductor orbital $|0\rangle$, which holds two spin states. Let $H$ be the one-electron Hamiltonian of the isolated semiconductor belonging to that site. The local density of states $\rho(E)$ of the orbital, per spin, integrates to one. It consists of two rectangles, each of weight $1/2$:
\begin{equation}
\rho(E)=\begin{cases}
1/(2W_v), & -W_v<E<0,\\
1/(2W_c), & G<E<G+W_c,\\
0, & \text{otherwise}.
\end{cases}
\end{equation}

The metal levels $\varepsilon_k$ couple to the orbital with amplitudes $V_k$. The metal band is taken as wide and flat, which means that $\Gamma=\pi\sum_k|V_k|^2\delta(E-\varepsilon_k)$ does not depend on $E$. For a band from $-B$ to $B$ the self-energy of the orbital is
\begin{equation}
\Sigma(E)=\sum_k\frac{|V_k|^2}{E-\varepsilon_k+i0^+}
=\frac{\Gamma}{\pi}\ln\frac{B+E}{B-E}-i\Gamma ,
\end{equation}
and the logarithm vanishes as $B\to\infty$, leaving $\Sigma=-i\Gamma$. The temperature is zero, and electrons interact through the mean electrostatic potential introduced below.

The central quantity is the orbital's Green function in the isolated semiconductor,
\begin{equation}
g(E)=\langle0|(E-H)^{-1}|0\rangle=\int\frac{\rho(E')}{E-E'}\,dE' .
\end{equation}
For $E$ in the gap the denominator never vanishes and $g$ is real. The valence integral is $\int_{-W_v}^{0}dE'/(E-E')=\ln(E+W_v)-\ln E$. In the conduction integral $E-E'$ is negative, so it equals $-\int_G^{G+W_c}dE'/(E'-E)=-\ln[(G+W_c-E)/(G-E)]$. With the heights of the rectangles,
\begin{equation}
g(E)=\frac1{2W_v}\ln\frac{E+W_v}{E}
-\frac1{2W_c}\ln\frac{G+W_c-E}{G-E}.
\label{g}
\end{equation}

\section{How much charge the metal induces}

Weak coupling shows the mechanism. Let a semiconductor state $j$ of energy $E_j$ have weight $p_j$ on the orbital. Mixing between two filled states, or two empty ones, does not change the total charge on the semiconductor. A filled valence state loses electrons by mixing with empty metal states above the Fermi level $E_F$. To second order in $V_k$, the loss per spin is
\begin{equation}
\sum_{\varepsilon_k>E_F}\frac{p_j|V_k|^2}{(\varepsilon_k-E_j)^2}
=\frac{\Gamma p_j}{\pi}\int_{E_F}^{\infty}\frac{d\varepsilon}{(\varepsilon-E_j)^2}
=\frac{\Gamma}{\pi}\,\frac{p_j}{E_F-E_j}.
\end{equation}
An empty conduction state gains electrons from the filled metal states, by the same integral taken from $-\infty$ to $E_F$: the gain is $(\Gamma/\pi)\,p_j/(E_j-E_F)$. Let $q$ be the number of excess electrons per site, counted from the isolated semiconductor with a full valence band. Gains minus losses, times two for spin, give
\begin{equation}
q=\frac{2\Gamma}{\pi}\Big[\sum_{j\in c}\frac{p_j}{E_j-E_F}
-\sum_{j\in v}\frac{p_j}{E_F-E_j}\Big]
=-\frac{2\Gamma}{\pi}\,g(E_F).
\label{weak}
\end{equation}
Each state counts in proportion to its inverse distance from the Fermi level.

The result extends to any $\Gamma$ within the model. With the metal attached, the density of states of the semiconductor, per spin, is $-(1/\pi)\,\mathrm{Im\,Tr}\,(E-H+i\Gamma P)^{-1}$, where $P=|0\rangle\langle0|$. Because $\Gamma$ is constant, the matrix $E-H+i\Gamma P$ has unit derivative with respect to $E$, so the trace equals $\frac{d}{dE}\ln\det(E-H+i\Gamma P)$. The determinant factorizes:
\begin{equation}
\det(E-H+i\Gamma P)=\det(E-H)\,\big[1+i\Gamma g(E)\big],
\end{equation}
since $(E-H)^{-1}P$ has rank one and its nonzero eigenvalue is $g$. The first factor belongs to the isolated semiconductor. Integrating the change in the density of states up to $E_F$ gives the change in electron number per spin,
\begin{equation}
\Delta N=-\frac1\pi\Big[\arg(1+i\Gamma g)\Big]_{-\infty}^{E_F}.
\end{equation}
At $E\to-\infty$ the function $g$ vanishes and so does the argument. Inside a band $\mathrm{Im}\,g=-\pi\rho$, so the real part of $1+i\Gamma g$ is $1+\pi\Gamma\rho\ge1$. The argument therefore stays between $-\pi/2$ and $\pi/2$, and no multiple of $2\pi$ can enter. In the gap it is $\arctan(\Gamma g)$, and with two spins
\begin{equation}
q(E_F)=-\frac2\pi\arctan\big[\Gamma g(E_F)\big].
\label{q}
\end{equation}
For $\Gamma|g|\ll1$ this returns Eq.~\eqref{weak}.

\section{Where the neutrality level lies}

The number $q$ counts all the states of $H$, not the orbital $|0\rangle$ alone, so a vanishing $q$ can hide charge on the orbital that is balanced by opposite charge deeper in. The semiconductor belonging to a site is neutral as a whole when $q=0$. By Eq.~\eqref{q} this happens at the energy $\phi$ with
\begin{equation}
g(\phi)=0 ,
\end{equation}
whatever the value of $\Gamma$. In the gap $g'(E)=-\int\rho(E')/(E-E')^2\,dE'$ is negative, so there is at most one zero. Equation~\eqref{g} tends to $+\infty$ at the valence edge and to $-\infty$ at the conduction edge, so for rectangular bands there is one.

Since the bands have equal weight, $g(\phi)=0$ says that the mean inverse distances to the two bands are equal:
\begin{equation}
\int_0^1\frac{du}{\phi+uW_v}=\int_0^1\frac{du}{G-\phi+uW_c}.
\label{balance}
\end{equation}
Here $u$ runs uniformly through each band from its gap edge. The neutrality level is thus equally far from both bands if distance means the harmonic mean over all states. Midgap is equally far from both \emph{edges}, which is a different requirement.

Equation~\eqref{balance} shows what each width does. If $W_v=W_c$, then $\phi=G/2$ solves it. If the conduction band is narrowed with its edge and weight fixed, the right side grows at every energy. This makes $g$ more negative, and because $g$ decreases with energy its zero moves down. Widening the valence band with its edge and weight fixed reduces the left side and has the same effect. A narrow conduction band keeps all its states close to the gap, while a wide valence band has most of its states far away. The level must approach the valence edge until the few nearby valence states make up for the distant ones.

The limit of a flat conduction band shows how far this can go. As $W_c\to0$ the right side of Eq.~\eqref{balance} becomes $1/(G-\phi)$, and the left side is $W_v^{-1}\ln(1+W_v/\phi)$. Multiplying by $W_v$, exponentiating and solving for the $\phi$ in the logarithm gives
\begin{equation}
\phi=\frac{W_v}{\exp[W_v/(G-\phi)]-1}.
\end{equation}
For $W_v\gg G$ the right side is exponentially small, $\phi$ can be dropped in the exponent, and $\phi\simeq W_v e^{-W_v/G}$. This form is about a quarter too high at $W_v=4G$ and within one per cent at $W_v=10G$. In this model the neutrality level can therefore be brought as near to the valence edge as desired.

\section{A level at nine per cent of the gap}

Take $G=0.0800$, $W_v=0.320$ and $W_c=0.0200$ hartree, with $\Gamma=0.0300$ hartree. At midgap Eq.~\eqref{g} gives
\begin{equation}
g(0.04)=\frac{\ln(0.36/0.04)}{0.64}-\frac{\ln(0.06/0.04)}{0.04}
\approx3.4-10.1=-6.7
\end{equation}
per hartree. The conduction band outweighs the valence band by a factor of three, although both edges are equally distant. By Eq.~\eqref{q} a Fermi level at midgap would put $q=0.126$ excess electrons on each site. Midgap is far from neutral.

The zero of $g$ is at
\begin{equation}
\phi=0.00684\ \text{hartree}=0.186\ \text{eV},\qquad \phi/G=0.0855 .
\end{equation}
From there the valence states are between $0.007$ and $0.327$ hartree away and the conduction states between $0.073$ and $0.093$ hartree. The two harmonic mean distances are both $0.0828$ hartree.

The widths can be varied separately at fixed $G$. With $W_v=0.32$ hartree, conduction widths of $0.32$, $0.16$, $0.08$, $0.04$ and $0.02$ hartree give $\phi/G=0.500$, $0.293$, $0.175$, $0.115$ and $0.0855$. With $W_c=0.02$ hartree, valence widths of $0.02$, $0.08$ and $0.32$ hartree give $0.500$, $0.363$ and $0.0855$.

The charge formula was tested by a route that does not use it. Seventy levels for each semiconductor band and $900$ metal levels, spread over $20$ hartree on either side of midgap, were put into one Hamiltonian. It was diagonalized, the lowest states were filled, and the electrons on the semiconductor were counted. At $E_F=0.0200$ hartree the count gives $q=0.05270$ and Eq.~\eqref{q} gives $0.05269$. The counted charge vanishes at $0.006835$ hartree, and at $0.006836$ hartree when $\Gamma$ is reduced to a third. For a metal band this wide the neutrality level does not follow the coupling strength. A flat band reaching only $0.4$ hartree on either side of the Fermi level moves it to $0.00717$ hartree, and to $0.00724$ hartree at a third of the coupling.

\section{How strongly the level is held}

The induced charge acts back on the band alignment. Let $x$ be the height of the Fermi level above the valence edge, and $x_0$ its value before charge transfer. With $I$ the ionization energy of the semiconductor and $\Phi_M$ the work function of the metal, the valence edge is at $-I$ and the Fermi level at $-\Phi_M$ relative to vacuum, so $x_0=I-\Phi_M$.

Suppose the excess electrons form a sheet with $\sigma$ sites per unit area, at a distance $d$ from the opposite charge on the metal, with no dielectric between. The field between the sheets is $4\pi\sigma q$, and an electron gains the potential energy $4\pi\sigma d\,q$ in crossing to the negative side. For $q>0$ the semiconductor levels rise and the Fermi level comes closer to the valence edge:
\begin{equation}
x=x_0-Uq(x),\qquad U=4\pi\sigma d .
\label{sc}
\end{equation}

Differentiating gives $dx=dx_0-Uq'(x)\,dx$. From Eq.~\eqref{q}, $q'=-(2\Gamma/\pi)\,g'/(1+\Gamma^2g^2)$, and at $\phi$ the denominator is one. The pinning parameter $S$, which is one for no pinning and zero for complete pinning, is there
\begin{equation}
S=\frac{dx}{dx_0}\Big|_{\phi}=\frac1{1+UD},\qquad
D=-\frac{2\Gamma}{\pi}g'(\phi).
\end{equation}
$D$ is the density of induced gap states per site at the neutrality level. Differentiating Eq.~\eqref{g} and combining the fractions,
\begin{equation}
-g'(\phi)=\frac1{2\phi(\phi+W_v)}+\frac1{2(G-\phi)(G-\phi+W_c)} .
\end{equation}

With all the induced charge placed on one sheet, strength and position are separate. The position $\phi$ depends on the density of states alone, whereas $S$ also contains $\Gamma$, $\sigma$ and $d$. As $U$ grows, Eq.~\eqref{sc} requires $q=(x_0-x)/U\to0$, so $x\to\phi$ for any fixed $x_0$. For a metal with $x_0=G/2$ this means motion away from midgap whenever $\phi\neq G/2$.

For the example let $\sigma=0.0300$ per square bohr and $d=5.00$ bohr, so $U=4\pi(0.03)(5)=1.885$ hartree per electron. The two terms of $-g'(\phi)$ are about $224$ and $73$ in inverse square hartree, whence $D=(0.0600/\pi)(297)=5.67$ per hartree. Then $UD=10.7$ and $S=1/11.7=0.0855$. That $S$ and $\phi/G$ agree in their printed digits is an accident of the parameters: a change in $d$ alters the first and leaves the second.

The metal of the opening paragraph can now be followed. Its solution has $q=0.01589$, and indeed $0.0400-1.885\times0.01589=0.0100$ hartree, which agrees with the solved value $0.01005$ hartree ($0.274$ eV) within rounding. The straight-line estimate $\phi+S(x_0-\phi)=0.00684+0.0855\times0.03316=0.00968$ hartree is slightly low, because the large term $1/[2\phi(\phi+W_v)]$ falls as the level rises above $\phi$ and the restoring charge grows less steeply. Solving Eq.~\eqref{sc} with the counted charges gives $0.01005$ hartree as well. With the response set to $0.1U$, $U$, $10U$ and $100U$, the level is at $0.0262$, $0.0101$, $0.0072$ and $0.0069$ hartree.

Other metals end nearby. As $x_0$ runs over the whole gap, from $0$ to $0.0800$ hartree, $x$ runs from $0.0063$ to $0.0148$ hartree. The barrier for holes, $x$, is less than a fifth of the gap for all of them, and the barrier for electrons, $G-x$, lies between $0.065$ and $0.074$ hartree.

Two controls keep $G$, $\Gamma$, $\sigma$ and $d$ fixed. Making both bands $0.32$ hartree wide puts $\phi$ at midgap, with $S=0.286$: the midgap case is here the more weakly pinned one. Exchanging the two widths puts $\phi$ at $0.0732$ hartree, close to the conduction edge, with $S=0.0855$ as before. Equal pinning strengths thus go with levels at opposite ends of the gap, and a measured $S$ alone cannot locate the level.

\section{When the gap contains no neutrality level}

The zero of $g$ in the gap was secured by the abrupt edges of the rectangles. Bands that start as a square root behave differently. Replace each rectangle by a semi-ellipse of the same total width and weight. For the valence band, with half-width $a=W_v/2$, put $E'=-a+a\cos\theta$, so that $\rho\,dE'$ becomes $(1/\pi)\sin^2\theta\,d\theta$. At the valence edge its contribution to $g$ is
\begin{equation}
\frac1{\pi a}\int_0^\pi\frac{\sin^2\theta}{1-\cos\theta}\,d\theta
=\frac1{\pi a}\int_0^\pi(1+\cos\theta)\,d\theta=\frac{2}{W_v},
\end{equation}
which is finite. The conduction band can now win throughout the gap.

With $W_c=0.02$ hartree and $W_v=0.32$ hartree, $g$ tends to $+0.68$ per hartree at the valence edge (the output's $g(0+)$ is taken $10^{-7}$ hartree above the edge, where $g$ has already fallen to $+0.67$), and the zero is at $0.00088$ hartree, about one per cent of the gap. This is comparable with the thermal energy at room temperature, so the zero-temperature treatment is at its limit. With $W_v=0.48$ hartree the edge value is $-1.41$ per hartree. Since $g$ decreases with energy, it is negative in the whole gap: every Fermi level there leaves excess electrons at the interface. Strong pinning then pushes the level towards the valence band, where holes and the potential of the space charge must be included.

\section{Real contacts}

The gap of the example, $2.18$ eV, and a site density of about $10^{15}$ per square centimetre are ordinary values, and a valence band nearly $9$ eV wide is not unusual. The conduction width of about $0.5$ eV is far below that of common tetrahedral semiconductors and was chosen to make the asymmetry plain. The unscreened dipole is a further simplification. If polarization reduces $U$ tenfold, the metal starting at midgap ends at $0.0262$ hartree, or $0.71$ eV, instead of $0.27$ eV: $\phi$ is unchanged but the hold on the level is weaker. The single sheet is a simplification too. If $H$ is written as a chain starting at $|0\rangle$, the first two sites hold $+0.010$ and $+0.049$ electrons at $\phi$ and the deeper sites hold the opposite charge, so a dipole remains where $q=0$. For sites $1$ to $2.5$ bohr apart, unscreened and with the site energies left unshifted, the dipole vanishes at $0.011$ to $0.014$ hartree instead of $0.0068$ hartree. This is still far below midgap, but it is no longer fixed by $\rho$ alone. A metal whose $\Gamma$ varies with energy would bring $\Gamma(\varepsilon)$ inside the integrals of the weak-coupling argument and make $\phi$ depend on the metal. Defects and specific bonds add charges of their own. If these lie at the same distance from the metal as the induced charge, strong pinning drives the level towards the zero of the total, provided that zero is in the gap. Among real materials, germanium is known for contacts pinned close to its valence edge, roughly $0.1$ eV above it. The two-rectangle model does not describe germanium's bands and does not explain that value, but the observation shows that strong pinning away from midgap is not confined to models.

The numerical output below lists the remaining values.

\section*{Table of computed values}
\begin{verbatim}
gap G = 0.0800 hartree
valence width = 0.3200, conduction width = 0.0200 hartree
coupling Gamma = 0.0300 hartree
site density = 0.0300 per square bohr
dipole length = 5.00 bohr
dipole response U = 1.8850 hartree per electron
neutrality level phi = 0.006840 hartree = 0.1861 eV
gap in eV = 2.1769 eV; phi/G = 0.0855
phi from diagonalization = 0.006835 hartree
same with Gamma/3 = 0.006836 hartree
harmonic distance to valence states = 0.082758 hartree
harmonic distance to conduction states = 0.082758 hartree
g at midgap = -6.7035 per hartree
E_F=0.0040 hartree: q formula=-0.01959, diagonalized=-0.01953 electrons
E_F=0.0200 hartree: q formula=+0.05269, diagonalized=+0.05270 electrons
E_F=0.0400 hartree: q formula=+0.12634, diagonalized=+0.12636 electrons
E_F=0.0700 hartree: q formula=+0.40699, diagonalized=+0.40681 electrons
gap-state density D(phi) = 5.6727 per hartree per site
U*D = 10.6928; S = 0.0855 (dimensionless)
S from diagonalized charges = 0.0855
midgap metal, diagonalized charges: x = 0.010051 hartree
x0=G/2, response 0*U: x = 0.040000 hartree
x0=G/2, response 0.1*U: x = 0.026160 hartree
x0=G/2, response 1*U: x = 0.010054 hartree
x0=G/2, response 10*U: x = 0.007152 hartree
x0=G/2, response 100*U: x = 0.006871 hartree
x0=0.0000: x=0.006272, G-x=0.073728 hartree, q=-0.00333 electrons
x0=0.0400: x=0.010054, G-x=0.069946 hartree, q=+0.01589 electrons
x0=0.0800: x=0.014789, G-x=0.065211 hartree, q=+0.03460 electrons
midgap metal after pinning: x = 0.2736 eV
wv=0.32, wc=0.32 hartree: phi/G=0.5000
wv=0.32, wc=0.16 hartree: phi/G=0.2929
wv=0.32, wc=0.08 hartree: phi/G=0.1745
wv=0.32, wc=0.04 hartree: phi/G=0.1145
wv=0.32, wc=0.02 hartree: phi/G=0.0855
wv=0.02, wc=0.02 hartree: phi/G=0.5000
wv=0.08, wc=0.02 hartree: phi/G=0.3627
wv=0.32, wc=0.02 hartree: phi/G=0.0855
symmetric control (both widths 0.32): S = 0.2857
mirror: phi = 0.073160 hartree, S = 0.0855
semi-elliptic, wv=0.32: phi = 0.000879 hartree
semi-elliptic, wv=0.32: g(0+) = +0.6702 per hartree
semi-elliptic, wv=0.48: g(0+) = -1.4100 per hartree
\end{verbatim}
